# Upward March of Lindhard's Damage-Energy Equation with an Energy-Balance Check

## 1. Definitions and conventions

A silicon atom set moving with kinetic energy $E$ in amorphous silicon shares it with other atoms and with electrons. When the cascade has stopped, $\nu(E)$ is the mean energy given to atomic motion (the damage energy) and $\eta(E)$ the mean energy given to electrons. The task is to compute both and to learn what $\nu+\eta=E$ does, and does not, verify.

Assumptions:

- Projectile and target have equal mass and atomic number $Z$.
- Collisions are binary and elastic, and no energy is spent on binding.
- Electronic loss is continuous, and excited electrons return no energy to atoms.

With $e^2$ denoting the squared elementary charge over $4\pi\epsilon_0$, and $a_0$ the Bohr radius,

$$\varepsilon=\frac{aE}{2Z^2e^2},\qquad a=\left(\frac{9\pi^2}{128}\right)^{1/3}\frac{a_0}{\sqrt2\,Z^{1/3}} .$$

From here on $\nu$, $\eta$ and the transfer $T$ are also in units of $\varepsilon$. Put $u=T/\varepsilon$ and $x=\varepsilon\sqrt u$, so $T=x^2/\varepsilon$. In units of $\pi a^2$ the scattering cross section is

$$d\sigma=\frac{f(x)}{x^2}dx,\qquad
f(x)=\lambda x^{1/3}\left[1+(2\lambda x^{4/3})^{2/3}\right]^{-3/2},$$

with $\lambda=1.309$, a fit for Thomas–Fermi screening. At large $x$ the bracket, with its power $-3/2$, tends to $(2\lambda x^{4/3})^{-1}$, so $f\to1/(2x)$, the Rutherford limit.

Lindhard's electronic stopping cross section, with $v_0$ the Bohr velocity, is

$$S_e=8\pi e^2a_0\,\frac{Z^{1/6}Z^2}{(2Z^{2/3})^{3/2}}\frac{v}{v_0}.$$

Since $v\propto\sqrt E$, its reduced form $S_e(d\varepsilon/dE)/(\pi a^2)$ is $k\sqrt\varepsilon$. For silicon, $k=0.1466$ and $\varepsilon=1$ corresponds to 41.07 keV.

## 2. Energy balance

Let the atom cross a short reduced path $d\rho$. It loses $k\sqrt\varepsilon\,d\rho$ to electrons and has probability $d\sigma\,d\rho$ of a collision, after which atoms of energies $\varepsilon-T$ and $T$ continue independently. Thus

$$\nu(\varepsilon)=\nu(\varepsilon-k\sqrt\varepsilon\,d\rho)
+d\rho\int d\sigma\,[\nu(\varepsilon-T)+\nu(T)-\nu(\varepsilon)].$$

The first term on the right is $\nu(\varepsilon)-k\sqrt\varepsilon\,\nu'd\rho$ to first order. Cancelling $\nu(\varepsilon)$ and dividing by $d\rho$ gives

$$k\sqrt\varepsilon\,\nu'=\int_0^\varepsilon\frac{f\,dx}{x^2}
[\nu(\varepsilon-T)+\nu(T)-\nu(\varepsilon)]. \tag{1}$$

The gain and loss terms must stay together: $\int d\sigma$ alone diverges at small $x$, whereas the bracket is of order $T\propto x^2$ and makes the integral finite.

For $\eta$ the same balance has the direct contribution $k\sqrt\varepsilon\,d\rho$:

$$k\sqrt\varepsilon\,\eta'=k\sqrt\varepsilon+\int d\sigma\,
[\eta(\varepsilon-T)+\eta(T)-\eta(\varepsilon)]. \tag{2}$$

Add the equations and try $\nu+\eta=\varepsilon$. The left side is $k\sqrt\varepsilon$; the collision bracket is $(\varepsilon-T)+T-\varepsilon=0$; the source supplies $k\sqrt\varepsilon$. The sum equation is satisfied.

This is not yet a proof that a computed sum closes. Equation (1) is homogeneous, so any multiple of $\nu$ solves it, and any multiple of $\nu$ may be added to $\eta$. The conditions $\nu/\varepsilon\to1$ and $\eta/\varepsilon\to0$ as $\varepsilon\to0$ fix both scales.

## 3. Fractions and a moving energy quantum

Let $y=\nu/\varepsilon$ and $z=\eta/\varepsilon$. Substitute $\nu=\varepsilon y$ in (1), use $\nu'=y+\varepsilon y'$, and divide by $\varepsilon$. Because $(1-u)+u=1$, the loss term can be split between the two atoms:

$$k\sqrt\varepsilon\,y'+\frac{k}{\sqrt\varepsilon}y=
\int d\sigma\,\{(1-u)[y(\varepsilon-T)-y(\varepsilon)]+u[y(T)-y(\varepsilon)]\}. \tag{3}$$

This describes one small quantum of energy. At a collision it stays with the first atom with probability $1-u$ or goes to the recoil with probability $u$. It passes to electrons at rate $k/\sqrt\varepsilon$. Hence $y$ is the probability that it ends in atomic motion, and $0\le y\le1$. The equation for $z$ has the extra source $k/\sqrt\varepsilon$.

The form also shows how a starting error propagates. Let $\tilde y=wy$ be another solution of the homogeneous equation, with different low-energy data. Insert $\tilde\nu=w\nu$ in (1) and subtract $w(\varepsilon)$ times (1) for $\nu$:

$$k\sqrt\varepsilon\,\nu w'=\int d\sigma\,
\{\nu(\varepsilon-T)[w(\varepsilon-T)-w(\varepsilon)]
+\nu(T)[w(T)-w(\varepsilon)]\}.$$

The weights are positive and there is no decay term. If $w$ were to rise above all its earlier values, the right side would be negative while $w'$ was positive, a contradiction; the same argument applies to a new minimum. Thus $w$ stays within the range of its starting values, but nothing drives it to 1. A scale error survives the march.

## 4. Low-energy start

For small $\varepsilon$, $f=\lambda x^{1/3}$. Since $dx=\varepsilon\,du/(2\sqrt u)$,

$$d\sigma=\frac{\lambda}{2}\varepsilon^{-2/3}u^{-4/3}du.$$

Acting on $\varepsilon^p$, the collision integral gives $-(\lambda/2)\varepsilon^{p-2/3}J(p)$, where

$$J(p)=\int_0^1u^{-4/3}[1-(1-u)^p-u^p]du.$$

Cut the integral at $\delta$. The first term is $3\delta^{-1/3}-3$. Integration by parts makes the second

$$-3\delta^{-1/3}(1-\delta)^p+3p\int_\delta^1u^{-1/3}(1-u)^{p-1}du.$$

The divergences cancel as $\delta\to0$. The third term gives $-1/(p-1/3)$. With $B$ the beta function,

$$J(p)=-3+3pB(2/3,p)-\frac1{p-1/3}.$$

Here $J(1)=0$, as energy conservation requires. Insert $\nu=\sum_ja_j\varepsilon^{p_j}$ with $p_j=1+j/6$ and $a_0=1$. The left side of (1) has powers $p_j-1/2$, the right side $p_j-2/3$. They match when $j$ on the left meets $j+1$ on the right:

$$kp_ja_j=-\frac\lambda2a_{j+1}J(p_{j+1})
\quad\Longrightarrow\quad
a_{j+1}=-\frac{2kp_ja_j}{\lambda J(p_{j+1})}. \tag{4}$$

For silicon $J(7/6)=0.47423$, so

$$a_1=-\frac{2(0.14659)}{1.309(0.47423)}=-0.4723.$$

The next coefficients are $0.1475$ and $-0.0389$. At $\varepsilon=10^{-6}$, where $\varepsilon^{1/6}=0.1$,

$$y=1-0.04723+0.00147-0.00004=0.9542.$$

Even at this tiny energy, $y=1$ is 4.8% too high. If it is imposed at all energies up to this one, $w$ starts between 1 and 1.048, and the scale error that survives at high energy is 4.1%.

For the small-$x$ law used here the series is asymptotic. For large $p$, $J$ grows as $p^{1/3}$, so the coefficient ratio in (4) grows as $p^{2/3}$ and the radius of convergence is zero. The next term of $f$, smaller by a factor of order $x^{8/9}$, acts on the $\varepsilon^{1/6}$ part of $y$ and adds a term in $\varepsilon^{1/6+8/9}=\varepsilon^{19/18}$, which (4) leaves out. Keep a few terms and start low.

For a general low-energy law $f\propto x^{1-2m}$, nuclear stopping is $\varepsilon^{-1}\int_0^\varepsilon f\,dx\propto\varepsilon^{1-2m}$. Its electronic competitor is $k\sqrt\varepsilon$, and the ratio electronic/nuclear varies as $\varepsilon^{2m-1/2}$. It vanishes at low energy if $m>1/4$. Thomas–Fermi scattering has $m=1/3$. The Lenz–Jensen fit has $m=0.191$, so the start $y\to1$ is not available there and a finite starting energy must be specified.

## 5. Discrete scheme

Use a grid uniform in $\ell=\ln\varepsilon$, with spacing $h$. Put $u=v^3$ and use Gauss–Legendre nodes $v_j$ with weights $\omega_j$ on $(0,1)$. Changing variables from $x$ to $u$ to $v$ gives

$$C_j=\frac{f(\varepsilon\sqrt{u_j})}{2\varepsilon u_j^{3/2}}\,3v_j^2\omega_j.$$

In the soft-collision region $f\propto u^{1/6}$ and the combined bracket is proportional to $u$. The integrand is then $u^{-4/3}\,u\,v^2=v$, without a singularity.

Interpolate $y$ linearly in $\ell$. The newest value enters its own integral because $\varepsilon-T$ can fall inside the last cell. With $s=k/\sqrt\varepsilon$, the second-order backward derivative gives

$$s\left(\frac{3y_n-4y_{n-1}+y_{n-2}}{2h}+y_n\right)=K+(U-L)y_n+qs, \tag{5}$$

where $K$ is the known gain, $U$ the interpolation weight on the new value and $L$ the summed loss. Use $q=0$ for $y$ and $q=1$ for $z$.

```
fill grid below eps_start from series (4)   # z: 1 - series
for each new grid point n:
    K = U = L = 0
    s = k / sqrt(eps[n])
    for each quadrature node j:
        C = scattering weight at eps[n], u[j]
        for (c, e) in [(C*(1-u), eps[n]*(1-u)),
                       (C*u,     eps[n]*u)]:
            find left grid index i and fraction theta of e
            K += c*(1-theta)*y[i]
            if i+1 == n: U += c*theta
            else:        K += c*theta*y[i+1]
            L += c
    numerator = K + q*s + s*(4*y[n-1]-y[n-2])/(2*h)
    y[n] = numerator/(s*(1+3/(2*h)) + L - U)
```

The stored history extends eight decades below the start; smaller recoil energies use its lowest value. From $\varepsilon=10^{-6}$ to 30 at 200 points per decade there are 1496 steps. With 400 nodes and two product atoms, each step has 800 interpolations, about 1.2 million in all. Time scales as steps times nodes, and memory as the number of grid points.

## 6. Stability and accuracy

An explicit Euler step would put the whole collision integral at the previous point. For small $u$ the remaining atom lies a fraction $u/h$ of a cell below. The coefficient of minus the current value is then approximately

$$D=\frac\lambda2\varepsilon^{-2/3}\left[\int_0^h\frac{u^{-1/3}}h du+
\int_h^1u^{-4/3}(1-u)du+\int_0^1u^{-1/3}du\right].$$

For small $h$ the bracket is $4.5h^{-1/3}-3$. At $\varepsilon=10^{-6}$ and $h=\ln(10)/200=0.0115$, this gives $hD/s\approx9$. The explicit update multiplies the previous value by about $-8$, while older values have positive weights totalling about 9. Trying $y_n\propto\zeta^n$ gives $\zeta+8=\sum_{j\ge1}w_j\zeta^{-j}$, with $w_j\ge0$ and $\sum_jw_j\approx9$. At $\zeta=-2$ the left side is 6 and the right side at most $9/4$; for very negative $\zeta$ the left side is the smaller. There is therefore a root $\zeta<-2$, an alternating error that more than doubles at each step. Equation (5) avoids this at the price of one scalar division.

With a first-order backward derivative, all weights on earlier values would be positive and the bounds on $y$ would follow for the discrete scheme. The second-order derivative has a negative weight on $y_{n-2}$, so that proof is lost; the bounds were tested on the computed silicon solution and held.

Linear interpolation gives the slope in the last cell an error of order $h$. Soft collisions with $u<h$ weight this by $\int_0^hu^{-1/2}f\,du$. If $f\propto u^{1/6}$ the total is of order $h^{5/3}$; if $f$ is nearly flat it is $h^{3/2}$. At 100 keV the cell edge lies at $x=\varepsilon\sqrt h$, between about 0.26 and 0.52 for the grids used, where $f$ changes only from about 0.42 to 0.36. The second estimate should apply. Refining from 50 to 100 points per decade changes $y$ by $1.01\times10^{-4}$, and from 100 to 200 by $3.52\times10^{-5}$. The ratio 2.87 is close to $2^{3/2}=2.83$. This order belongs to the grids used: on much finer ones the cell edge moves into the region where $f\propto x^{1/3}$, and the ratio should rise toward $2^{5/3}=3.17$.

## 7. What the energy sum tests

Suppose all earlier values obey $y+z=1$ on one grid. Add the two versions of (5). The summed gain from earlier points is $L-U$, the derivative supplies $3s/(2h)$, and the source supplies $s$. Their sum equals the denominator, so the new sum is also 1. Closure on a common grid is algebraic, whatever the accuracy. The largest computed misfit was $1.4\times10^{-10}$ of $E$. Since $L-U$ subtracts large soft-collision sums, rounding above machine precision is expected.

Different grids make the check informative about discretization. With $\nu$ at 200 and $\eta$ at 130 points per decade:

| $E$ (keV) | $\nu$ (keV) | $\eta$ (keV) | (sum − $E$)/$E$ |
|---|---|---|---|
| 1 | 0.7811 | 0.2189 | $3.1\times10^{-6}$ |
| 10 | 6.842 | 3.158 | $6.8\times10^{-6}$ |
| 100 | 47.63 | 52.38 | $1.7\times10^{-5}$ |
| 1000 | 154.9 | 845.1 | $-2.9\times10^{-6}$ |

At 100 keV, $47.6264+52.3753=100.0017$ keV. Because each grid closes by itself, this misfit is the difference between $y$ on the two grids. The $h^{3/2}$ estimate predicts its size. The error at 200 points is $3.52\times10^{-5}/(2^{3/2}-1)=1.9\times10^{-5}$; at 130 it is larger by $(200/130)^{3/2}=1.91$. The difference is $1.7\times10^{-5}$, as found. The same estimate means that $\nu$ at 100 keV is good to four digits on this grid: refinement raises 47.626 keV by about 0.002 keV, to 47.628 keV.

Two deliberate changes show the reach of the check:

- **Wrong start.** Setting $\eta=0$ below $\varepsilon=10^{-6}$, but keeping the series for $\nu$, leaves 1.95 keV missing at 100 keV. The missing fraction obeys the homogeneous equation. Its ratio to $y$ is $0.0195/0.476=0.041$, inside the starting range from 0 to $0.0458/0.9542=0.048$, as Section 3 requires.
- **Wrong physics.** Doubling $k$ in both marches lowers $\nu$ at 100 keV from 47.6 to 27.8 keV, yet the sum still closes to $10^{-5}$ of $E$.

Independent evidence must therefore test the equation itself. Adaptive quadrature of (1), using the marched $\nu$ and leaving out transfers below $1.6\times10^{-8}$ of $E$, gives residuals (left side minus right) of $-1.7\times10^{-5}$ and $-8\times10^{-6}$ of the electronic stopping at 10 and 100 keV. The omitted part of the integral is roughly $[1-\nu'(\varepsilon)]\,\varepsilon^{-1}\int f\,dx$ over $x<1.25\times10^{-4}\varepsilon$, or about $2\times10^{-5}$ of the electronic stopping at both energies. Equation (1) is thus verified to a few parts in $10^5$ of that stopping, not better. A random walk of 20,000 energy quanta, built from the rates in (3), gives $\eta/E=0.3167\pm0.0006$ at 10 keV (one standard error). With the marched $\nu$ the sum is 10.0095 keV, an excess of 0.00095 of $E$. Most of this is not chance: the walk holds its rates fixed over steps of up to 2% in energy, which raises $\eta/E$ by about 0.0008. The quoted error is statistical only. These checks share $k$ and $f$ with the march, so they test the solution and not the material model.

## 8. Reading the silicon result

The electronic share grows with energy and exceeds one half at 100 keV. In the formal high-energy limit, $f=1/(2x)$ gives $d\sigma=dT/(4\varepsilon T^2)$ outside the screened soft region. Recoils then contribute to $\nu'$ approximately

$$\frac1{4k\varepsilon^{3/2}}\int\frac{\nu(T)}{T^2}dT.$$

Because $\nu(T)\le T$, the integral grows at most logarithmically, and $\nu'$ is integrable. The damage energy would saturate and $y$ would fall as $1/\varepsilon$. Saturation has not been reached at 1 MeV: a tenfold rise from 100 keV still multiplies $\nu$ by 3.25. The limit is formal because velocity-proportional stopping requires $v$ below about $v_0Z^{2/3}$; at 1 MeV the ratio is 0.21.

The Robinson fit, a closed formula for the same partition, lies above the march by 0.4% at 1 keV, 2.4% at 100 keV and 6.4% at 1 MeV, relative to the march. The difference exceeds the grid error; its source was not isolated.

With a rough displacement energy $E_d=15$ eV, the usual estimate at 100 keV is

$$N_d=\frac{0.8\,\nu}{2E_d}=\frac{0.8(47\,626\ \mathrm{eV})}{30\ \mathrm{eV}}\approx1270.$$

The factor 0.8 is the customary one and is not derived from the present model. The result is a rough estimate of displaced atoms, not of defects left after implantation or annealing.

The physical assumptions matter far more than the closure error. Changes in $\nu$, one setting at a time, are:

| Change | 1 keV | 100 keV |
|---|---|---|
| $k$ lowered by 20% | +4.9% | +13.4% |
| $k$ raised by 20% | −4.6% | −11.2% |
| No electronic loss below 15 eV | +11.2% | +11.2% |
| Lenz–Jensen scattering | −20.5% | −23.3% |
| Binding loss, 4.6 eV per recoil | −28.3% | −28.7% |

The last two rows are relative to the Thomas–Fermi run that also has no electronic loss below 15 eV. The equal entries in the third row are the surviving scale factor $w$ of Section 3. From series (4), $y\approx0.884$ at 15 eV, so $w$ must lie between 1 and $1/0.884=1.13$; the result is 1.112.

Lenz–Jensen scattering is weaker at low energy. At $x=10^{-3}$ its leading term is $2.92x^{0.618}=0.041$, against $1.309x^{1/3}=0.131$ for Thomas–Fermi. More of the slowing is then left to electrons. The size of this row depends on the cutoff: at 100 keV the change is about −17% with a 50 eV cutoff and −30% with 5 eV. In the binding run, a recoil receiving more than 4.6 eV from an atom above 15 eV loses that amount before moving on. This is a third energy share, so $\nu+\eta<E$. Equations (1) and (2) instead leave such energy in atomic motion. The run also charges recoils below $E_d$, which would not leave their sites. Charging only recoils above 15 eV reduces the change to about −12%. Collisions made by atoms already below 15 eV are not charged in the run; charging their recoils above 4.6 eV as well makes the change about −35%.

Recoils from 1 to 100 keV are relevant to silicon implantation, and 15 eV and 4.6 eV are rough material values. A boron or arsenic ion needs a further equation for its own slowing, with the present $\nu$ describing its silicon recoils. Real wafers break the no-binding assumption. Charging 4.6 eV per recoil lowers the model's $\nu$ at 100 keV by between about 12% and 35%, depending on which recoils are charged; this shows the sensitivity of the model and is not a correction for a real wafer. Real wafers are also crystalline: channelling, defect recombination and thermal annealing are outside this calculation and were not sized. At 100 keV the largest transfer to a free electron at rest is 7.8 eV. Silicon's valence electrons move faster than this ion, which raises the limit to about 28 eV in a free-electron estimate, $2m_ev(v+v_F)$ for a head-on collision, with $v=0.38\,v_0$ and Fermi speed $v_F=0.96\,v_0$. Both values are small beside the ion energy, which supports continuous electronic loss there; near the displacement energy that loss is an extrapolation. The printed digits serve numerical comparison. They are not a material prediction: at 100 keV the changes in the table, and the variants described below it, move $\nu$ by between about 11% and 35%. The remaining values are in the numerical output.

## Table of computed values

```
Silicon Z = 14, mass = 28.0855 u
screening length = 0.01375 nm
energy at eps=1 = 41.066 keV
electronic coefficient k = 0.14659
series a1,a2,a3 = -0.47230 0.14748 -0.03890
J(7/6) = 0.474233
start eps = 1e-6; grids = 200 and 130 per decade
start atomic fraction = 0.954207
E=1 keV, eps=0.02435, nu/E=0.78111
  nu=0.7811, eta=0.2189 keV
  sum=1.00000 keV, error/E=3.11e-06
  Robinson fit nu=0.7839 keV
E=10 keV, eps=0.24351, nu/E=0.68423
  nu=6.8423, eta=3.1578 keV
  sum=10.00007 keV, error/E=6.75e-06
  Robinson fit nu=6.8961 keV
E=100 keV, eps=2.43510, nu/E=0.47626
  nu=47.6264, eta=52.3753 keV
  sum=100.00172 keV, error/E=1.72e-05
  Robinson fit nu=48.7752 keV
E=1000 keV, eps=24.35097, nu/E=0.15491
  nu=154.9077, eta=845.0893 keV
  sum=999.99709 keV, error/E=-2.91e-06
  Robinson fit nu=164.8761 keV
same-grid maximum closure error/E = 1.35e-10
march minus series at eps=1e-4: -8.62e-06
100 keV y change, 50 to 100/decade: 1.01e-04
100 keV y change, 100 to 200/decade: 3.52e-05
equation residual/electronic stopping, 10 and 100 keV:
  -1.68e-05, -7.97e-06
10 keV walk eta/E = 0.31672 +/- 0.00064 (1 s.e.)
10 keV march nu + walk eta = 10.0095 keV
false eta start, 100 keV deficit = 1.949 keV
doubled k, 100 keV nu = 27.818 keV
doubled k closure error/E = 9.82e-06
rough displacement energy = 15.0 eV
100 keV displacement estimate = 1270 atoms
rough binding loss = 4.6 eV per recoil
Changes in nu at 1 keV (percent):
  k -20%: 4.90; k +20%: -4.61
  no electronic loss below 15 eV: 11.19
  Lenz-Jensen, same cutoff: -20.47
  binding, same cutoff: -28.34
Changes in nu at 100 keV (percent):
  k -20%: 13.41; k +20%: -11.18
  no electronic loss below 15 eV: 11.19
  Lenz-Jensen, same cutoff: -23.27
  binding, same cutoff: -28.65
1 MeV speed/Thomas-Fermi speed = 0.2063
100 keV maximum free-electron transfer = 7.813 eV
```
